# Steady-state recombination through a three-charge-state defect with two transition levels

A deep defect in lightly p-doped silicon waits in its positive charge state. Light creates electron–hole pairs, the defect captures an electron, and it becomes neutral. Conventional single-level theory allows one way to complete the recombination: a hole is captured and the defect is positive again. But a neutral defect may instead capture a second electron and become negative. Two single-level rates cannot simply be added, because one defect cannot be ready for both cycles in full at once. What is the steady recombination rate, and what changes if the neutral defect also has an excited state?

## Setting and conventions

Let the charge states $A,B,C$ hold 0, 1 and 2 extra electrons; in the example they are $+,0,-$. Their occupation probabilities satisfy $f_A+f_B+f_C=1$. Level $E_1$ joins $A$ and $B$; level $E_2$ joins $B$ and $C$. Each $E_j$ is the Fermi level at which its two charge states are equally populated in equilibrium, so it already contains degeneracy factors.

The electron and hole densities are $n$ and $p$, and the defect density is $N_t$. For link $j$, $c_{nj}$ and $c_{pj}$ are the electron and hole capture coefficients. The assumptions are:

1. Free carriers are nondegenerate and thermalised at the lattice temperature $T$.
2. Defects act independently and exchange one carrier at a time, so there is no direct $A\leftrightarrow C$ transition.
3. Capture coefficients do not depend on carrier density, and states within one charge state equilibrate rapidly.

With band edges $E_c,E_v$ and effective densities of states $N_c,N_v$, define

$$n_j=N_c e^{-(E_c-E_j)/kT},\qquad p_j=N_v e^{-(E_j-E_v)/kT}.$$

Multiplication cancels $E_j$, giving $n_jp_j=N_cN_ve^{-(E_c-E_v)/kT}=n_i^2$.

## Lemma 1: emission rates

*The electron and hole emission rates on link $j$ are $c_{nj}n_j$ and $c_{pj}p_j$.*

**Proof.** In equilibrium at Fermi level $E_F$, the definition of $E_1$ and the grand-canonical weight of one added electron give $f_B/f_A=e^{(E_F-E_1)/kT}$. Detailed balance requires electron capture by $A$ to balance electron emission from $B$:

$$c_{n1}n f_A=e_{n1}f_B .$$

Since $n=N_ce^{(E_F-E_c)/kT}$,

$$e_{n1}=c_{n1}n\frac{f_A}{f_B}
=c_{n1}N_ce^{(E_F-E_c-E_F+E_1)/kT}=c_{n1}n_1 .$$

Hole capture turns $B$ into $A$, and hole emission turns $A$ into $B$. With $p=N_ve^{(E_v-E_F)/kT}$,

$$e_{p1}=c_{p1}p\frac{f_B}{f_A}
=c_{p1}N_ve^{(E_v-E_1)/kT}=c_{p1}p_1 .$$

The same argument applies to $B,C$ and $E_2$. Under the assumptions these emission rates depend on the defect and the temperature, not on $n$ or $p$, so they also hold out of equilibrium. ∎

The total rates for gaining and losing an electron on link $j$ are therefore

$$a_j=c_{nj}n+c_{pj}p_j,\qquad b_j=c_{pj}p+c_{nj}n_j .$$

## Theorem: the three-state rate

*In steady state, the net recombination rate per volume is*

$$U=N_t(np-n_i^2)\,
\frac{\dfrac{c_{n1}c_{p1}}{a_1}+\dfrac{c_{n2}c_{p2}}{b_2}}
{1+\dfrac{b_1}{a_1}+\dfrac{a_2}{b_2}} .$$

*Positive $U$ means recombination; negative $U$ means generation.*

**Proof.** State $A$ exchanges population with $B$ alone, and so does $C$:

$$\dot f_A=-a_1f_A+b_1f_B=0,\qquad
\dot f_C=a_2f_B-b_2f_C=0 .$$

Thus $f_A=f_Bb_1/a_1$ and $f_C=f_Ba_2/b_2$. Normalisation gives

$$f_B=\frac{1}{1+b_1/a_1+a_2/b_2}.$$

Net electron capture on the first link is

$$U_1=N_t(c_{n1}nf_A-c_{n1}n_1f_B)
=N_tc_{n1}f_B\frac{nb_1-n_1a_1}{a_1}.$$

Expanding the numerator,

$$nb_1-n_1a_1=c_{p1}np+c_{n1}nn_1-c_{n1}nn_1-c_{p1}n_1p_1
=c_{p1}(np-n_i^2).$$

Hence $U_1=N_tf_Bc_{n1}c_{p1}(np-n_i^2)/a_1$.

On the second link, $B$ captures electrons and $C$ emits them:

$$U_2=N_tc_{n2}(nf_B-n_2f_C)
=N_tc_{n2}f_B\frac{nb_2-n_2a_2}{b_2}.$$

The same expansion with index 2 gives $U_2=N_tf_Bc_{n2}c_{p2}(np-n_i^2)/b_2$.

These are also the net hole-capture rates. For link 1, rearranging $a_1f_A=b_1f_B$ gives

$$c_{n1}nf_A-c_{n1}n_1f_B=c_{p1}pf_B-c_{p1}p_1f_A,$$

and $a_2f_B=b_2f_C$ does the same for link 2. Adding $U_1$ and $U_2$ proves the result. ∎

The proof never uses $E_1<E_2$, so it also covers inverted levels. A direct two-electron transition would close the chain into a loop; the separate link balances, and with them this formula, would then fail in general.

## Corollary: why independent levels overcount

A defect restricted to link $j$ has lower-state occupation $b_j/(a_j+b_j)$ and upper-state occupation $a_j/(a_j+b_j)$. The cancellation above then gives the single-level rate

$$S_j=N_t\frac{c_{nj}c_{pj}(np-n_i^2)}{a_j+b_j}.$$

In the three-state defect,

$$f_A+f_B=f_B\frac{a_1+b_1}{a_1},\qquad
f_B+f_C=f_B\frac{a_2+b_2}{b_2}.$$

Solving for $f_B/a_1$ and $f_B/b_2$ and inserting them in $U_1$ and $U_2$ yields

$$U=(1-f_C)S_1+(1-f_A)S_2 .$$

Each cycle runs only in the fraction of defects not locked in the state outside it. Adding full single-level rates makes the error

$$S_1+S_2-U=f_CS_1+f_AS_2 .$$

Both $S_j$ have the sign of $np-n_i^2$, so $|U|\le|S_1+S_2|$. The two weights sum to $1+f_B\ge1$, so also $|U|\ge\min(|S_1|,|S_2|)$. Addition becomes accurate when $B$ holds nearly all defects.

If $E_2$ is raised with the other parameters fixed, $n_2\to\infty$ and $p_2\to0$. Then $b_2\to\infty$, both terms containing $1/b_2$ vanish, and $U\to S_1$. Lowering $E_1$ similarly makes $p_1$ and $a_1$ diverge, and $U\to S_2$. This is how single-level theory returns.

## Limits

**High injection.** Let $n=p$ be large enough that capture far exceeds emission in every $a_j$ and $b_j$. Then $a_j\to c_{nj}n$ and $b_j\to c_{pj}n$. The numerator bracket becomes $(c_{p1}+c_{n2})/n$, while $np-n_i^2\to n^2$, so

$$\frac{U}{N_tn}\to k_{\rm high}=
\frac{c_{p1}+c_{n2}}{1+c_{p1}/c_{n1}+c_{n2}/c_{p2}} .$$

For a $+,0,-$ defect, $c_{p1}$ and $c_{n2}$ describe capture by the neutral state. If capture by the charged states is much faster, the denominator approaches one and the two neutral captures set the rate together.

**Low injection in p-type material.** Let $\Delta$ be the excess density of both carriers, with $n_0\ll p_0$ and $\Delta\ll p_0$. Then $np-n_i^2\simeq p_0\Delta$. Suppose $c_{nj}n_j\ll c_{pj}p_0$, so $b_j\simeq c_{pj}p_0$, and let $f_A$ and $f_B$ each change by only a small fraction of their equilibrium values. Using $f_B/a_1=f_A/b_1$ in $U_1$,

$$U\simeq N_tp_0\Delta\left(\frac{c_{n1}c_{p1}f_A}{c_{p1}p_0}
+\frac{c_{n2}c_{p2}f_B}{c_{p2}p_0}\right)
=N_t\Delta(c_{n1}f_A+c_{n2}f_B).$$

The minority electron sees the capture coefficients of the charge states that can receive it, each weighted by that state's population.

**Full depletion.** At $n=p=0$, $a_j=c_{pj}p_j$ and $b_j=c_{nj}n_j$. Since $n_i^2/p_1=n_1$ and $n_i^2/n_2=p_2$, the generation rate $G=-U$ is

$$G=N_t\frac{c_{n1}n_1+c_{p2}p_2}
{1+c_{n1}n_1/(c_{p1}p_1)+c_{p2}p_2/(c_{n2}n_2)} .$$

The numerator contains the two emissions that leave $B$.

## Proposition: excited states of the middle charge state

*Let $B$ have substates $i$ with thermal weights $w_i$, $\sum_iw_i=1$. If they equilibrate so much faster than carriers are captured or emitted that the weights stay thermal, the theorem holds with*

$$c_{n1}=\sum_i c_{n1}^{i},\quad c_{p1}=\sum_iw_ic_{p1}^{i},\quad
c_{n2}=\sum_iw_ic_{n2}^{i},\quad c_{p2}=\sum_i c_{p2}^{i}.$$

**Proof.** Capture into $B$ can end in any substate, so its coefficients are summed. Capture starting from $B$ is averaged over the populations $w_if_B$. Emission must follow the same coefficients. For substate $i$, equilibrium gives

$$n_1^i=n\frac{f_A}{w_if_B}=\frac{n_1}{w_i},\qquad p_1^i=w_ip_1,$$

$$n_2^i=n\frac{w_if_B}{f_C}=w_in_2,\qquad p_2^i=\frac{p_2}{w_i}.$$

Electron emission from $B$ to $A$ averages to $\sum_iw_ic_{n1}^i n_1/w_i=c_{n1}n_1$. Hole emission from $A$ sums to $\sum_ic_{p1}^iw_ip_1=c_{p1}p_1$. On the second link, electron emission from $C$ sums to $\sum_ic_{n2}^iw_in_2=c_{n2}n_2$, and hole emission from $B$ averages to $\sum_iw_ic_{p2}^ip_2/w_i=c_{p2}p_2$. All rates have the form used in the theorem. ∎

## Worked example

The model uses $T=300$ K, a 1.12 eV gap, $N_c=2.8\times10^{19}$ and $N_v=2.7\times10^{19}$ cm$^{-3}$, $p_0=10^{15}$ cm$^{-3}$ and $N_t=10^{12}$ cm$^{-3}$. The levels lie 0.35 and 0.75 eV above the valence band. In cm$^3$/s,

$$c_{n1}=2\times10^{-7},\quad c_{p1}=5\times10^{-9},\quad
c_{n2}=2\times10^{-8},\quad c_{p2}=10^{-7}.$$

The level densities are $p_1=3.561\times10^{13}$ and $n_2=1.704\times10^{13}$ cm$^{-3}$; $n_1$ and $p_2$ are only a few $10^6$ cm$^{-3}$.

Take $\Delta=10^{14}$ cm$^{-3}$, so $n=10^{14}$ and $p=1.1\times10^{15}$ cm$^{-3}$. In s$^{-1}$,

$$a_1=2.018\times10^7,\quad b_1=5.50\times10^6,\quad
a_2=2.00\times10^6,\quad b_2=1.103\times10^8 .$$

The denominator is $1+0.2726+0.0181=1.2907$, hence $f_B=0.775$. The numerator bracket is $(4.956+1.813)\times10^{-23}=6.769\times10^{-23}$ cm$^6$/s. Multiplication by $np=1.1\times10^{29}$ cm$^{-6}$ and division by 1.2907 give $5.77\times10^6$ s$^{-1}$ per defect. The lifetime is

$$\tau=\frac{\Delta}{U}=\frac{10^{14}}{10^{12}\times5.77\times10^6}\ {\rm s}=17.3\ \mu{\rm s}.$$

As an independent comparison, a random history of 300,000 transitions at these densities agreed with the derived rate within its sampling error, which is below one percent.

The same doping and defect density give these lifetimes in microseconds:

| $\Delta$ (cm$^{-3}$) | Full | Link 1 | Link 2 | Added |
|---|---:|---:|---:|---:|
| $10^{12}$ | 5.34 | 5.38 | 50.2 | 4.86 |
| $10^{14}$ | 17.3 | 23.3 | 51.1 | 16.0 |
| $10^{16}$ | 47.4 | 187 | 59.1 | 44.9 |

At low injection $A$ dominates, and link 1 alone is nearly sufficient. The limiting formula gives $k=1.938\times10^{-7}$ cm$^3$/s and $\tau=5.16$ μs. As $\Delta$ rises, $n$ grows from almost nothing while $p$ starts from $p_0$. The electron-capture rate of a defect in $A$ therefore grows by a larger factor than the hole-capture rate of a defect in $B$, and population shifts from $A$ to $B$. Because $c_{n1}>c_{p1}$ here, $B$ eventually overtakes $A$. Setting $a_1=b_1$ and neglecting $n_0$ and $c_{n1}n_1$ gives equal $A$ and $B$ populations at

$$\Delta=\frac{c_{p1}(p_0-p_1)}{c_{n1}-c_{p1}}
=2.47\times10^{13}\ {\rm cm^{-3}}.$$

Beyond this density more defects wait in the neutral state than in the positive one. The lifetime lengthens throughout, before and after this crossing, because $A$, the state that captures electrons fastest, keeps emptying. $B$ captures them ten times more slowly, and $C$, which holds 16% of the defects at $\Delta=10^{17}$ cm$^{-3}$, captures none. The high-injection coefficient is $2.5\times10^{-8}/1.225=2.04\times10^{-8}$ cm$^3$/s, so $\tau\to49.0$ μs.

This matters for lifetime spectroscopy. Suppose $N_t$ and $c_{n1}$ are known, and the high-injection plateau of the defect lifetime, with Auger and radiative recombination already subtracted, is interpreted with one level. Solving $k_{\rm high}=c_{n1}c/(c_{n1}+c)$ gives an apparent hole coefficient

$$c=\frac{k_{\rm high}c_{n1}}{c_{n1}-k_{\rm high}}
=2.27\times10^{-8}\ {\rm cm^3/s},$$

about 4.5 times the true $c_{p1}$. The omitted negative state has been absorbed into the wrong parameter.

In a depleted layer $f_B=0.999994$, so the two generation rates add almost perfectly. The emissions leaving $B$ are $c_{n1}n_1=0.650$ and $c_{p2}p_2=0.679$ s$^{-1}$, giving $G=1.33\times10^{12}$ cm$^{-3}$s$^{-1}$. A 1000 nm layer with $n=p=0$ throughout would carry $J=qGL=21.3$ pA/cm$^2$. A real depletion layer generates less near its edges. The first loss is recapture by the charged states: $A$ takes an electron back before it emits a hole once $n$ exceeds $c_{p1}p_1/c_{n1}=8.9\times10^{11}$ cm$^{-3}$, and $C$ takes a hole back before it emits an electron once $p$ exceeds $c_{n2}n_2/c_{p2}=3.4\times10^{12}$ cm$^{-3}$. At $n=10^{12}$ cm$^{-3}$ and $p=0$, $G$ has fallen by 30% while $f_B$ is still 0.945. Closer to the edges, where $p$ exceeds $p_1$ or $n$ exceeds $n_2$, most defects also leave $B$. At small reverse bias these edges take up much of the layer. Nearly additive dark generation does not imply additive recombination under light: at the injections tabulated, addition gives lifetimes 5–9% shorter than the full result.

### Adding an excited neutral state

Now place an excited neutral state 0.10 eV above the ground state, with equal degeneracy and thermal weight 0.0205. For ground and excited substates respectively, in cm$^3$/s, choose $c_{n1}^i=(1,1)\times10^{-7}$, $c_{p1}^i=(0.05,1)\times10^{-7}$, $c_{n2}^i=(0.2,2)\times10^{-7}$ and $c_{p2}^i=(0.5,0.5)\times10^{-7}$. At $\Delta=10^{16}$ cm$^{-3}$, the ground state alone gives 55.7 μs; including the thermalised excited state gives 40.0 μs.

Finite relaxation matters as well. Let $R$ be the excited-to-ground rate and $r=0.0209$ the thermal population ratio. Neglect carrier emission. The total capture rates out of the substates, $k_i=c_{p1}^ip+c_{n2}^in$, are $k_g=2.55\times10^8$ and $k_x=3.1\times10^9$ s$^{-1}$. In steady state the flux into $B$ equals the flux out, and here half enters each substate:

$$f_x(R+k_x)=\tfrac12(f_gk_g+f_xk_x)+Rrf_g,\qquad
\frac{f_x}{f_g}=\frac{Rr+k_g/2}{R+k_x/2}.$$

The ratio rises from $r$ at large $R$ towards $k_g/k_x=0.082$ at small $R$. More defects then occupy the substate with faster capture. The four-state solution, with emission retained, gives 40.0, 37.9 and 29.6 μs for $R=10^{12},10^{10}$ and $10^8$ s$^{-1}$. The ratio is sure to stay thermal if both $R\gg k_x/2$ and $Rr\gg k_g/2$. Here the second condition is the stricter one and requires $R\gg6\times10^9$ s$^{-1}$.

## The model beside a silicon device

The doping and gap are in the rough regime of lightly doped silicon, and the capture coefficients are plausible for deep defects, but they represent no identified centre. The chosen defect density gives lifetimes of microseconds, so it does not represent the cleanest bulk silicon, where lifetimes can exceed a millisecond; a narrow waveguide also has surface recombination, omitted here, which can make its lifetime much shorter.

Other omissions can be sized. With the electron excess fixed, trapped charge reaches 3.6% of that excess over $\Delta=10^{12}$–$10^{17}$ cm$^{-3}$, but restoring neutrality changes the electron lifetime $\Delta n/U$ by at most 0.04% at the densities calculated; the hole excess, and with it the hole lifetime $\Delta p/U$, is larger by up to 3.6%. At $10^{17}$ cm$^{-3}$, radiative recombination adds about 2% to the defect rate. An Auger coefficient of $4\times10^{-31}$ cm$^6$/s would add about 20%, but values measured in silicon near this density are about $1.3$–$1.7\times10^{-30}$ cm$^6$/s. These add roughly 65–80% and reduce 48.8 μs to below 30 μs, so Auger recombination cannot be neglected there. At the same density, degeneracy raises the electron fugacity only 0.13% above its nondegenerate value $n/N_c$. At 350 K, with $p_0$, the gap, levels and capture coefficients held fixed, the lifetime at $\Delta=10^{12}$ cm$^{-3}$ rises from 5.34 to 6.53 μs.

Dark current is far more sensitive to temperature than the lifetime is: with the same quantities held fixed, the depleted generation rate is 2.7 times larger at 310 K and 84 times larger at 350 K. Electric field matters too. Both emissions leaving neutral $B$ release a carrier from an oppositely charged centre. In the direction in which the field $F$ pushes the carrier, the potential barrier is lowered by $\sqrt{qF/(\pi\epsilon)}$ volts, where $\epsilon$ is the permittivity. This is 0.022 eV at 0.01 MV/cm and 0.070 eV at 0.1 MV/cm. Applying the full lowering in every direction overestimates this effect; it multiplies emission by 2.4 and 15, raising 21.3 pA/cm$^2$ to about 50 and 320 pA/cm$^2$. Averaging over emission directions, with no lowering in the opposite half-space, gives factors of about 1.4 and 4 instead. Tunnelling, not included in those figures, would add further current. In a one-sided junction at this doping, a depletion layer of width $L=1000$ nm already has a peak field $qp_0L/\epsilon\approx0.015$ MV/cm. That width drops only $qp_0L^2/2\epsilon\approx0.77$ V, about the built-in voltage, so it corresponds to nearly zero bias, where net generation vanishes; such a junction needs about 1 V of reverse bias, and a layer about 1500 nm wide, before its zero-field generation current reaches this size. The figure also omits diffusion from the neutral p region: for a thick base with $D_n\approx35$ cm$^2$/s and $\tau=5.16$ μs, the same defects give $qn_0\sqrt{D_n/\tau}\approx48$ pA/cm$^2$. The 21.3 pA/cm$^2$ is therefore a reference value for depletion-layer generation, not a design value for the dark current. Further values are in the numerical output.

## Calculated quantities

```
kT = 0.02585 eV; gap = 1.12 eV; ni = 1.076e+10 cm^-3
Nc = 2.80e+19, Nv = 2.70e+19 cm^-3
levels above valence band: E1 = 0.35, E2 = 0.75 eV
cn1=2.0e-07 cp1=5.0e-09 cn2=2.0e-08 cp2=1.0e-07 cm^3/s
Nt = 1.0e+12, p0 = 1.0e+15, n0 = 1.157e+05 cm^-3
n1 = 3.249e+06, p1 = 3.561e+13 cm^-3
n2 = 1.704e+13, p2 = 6.791e+06 cm^-3
equilibrium fA, fB, fC = 9.656e-01, 3.439e-02, 2.335e-10
low-injection coefficient = 1.9381e-07 cm^3/s
low-injection lifetime = 5.160 us
high-injection coefficient = 2.0408e-08 cm^3/s
high-injection lifetime = 49.000 us
equal A and B at excess density = 2.473e+13 cm^-3
event simulation / derived rate = 0.9999
Lifetimes in us: full, level 1 only, level 2 only, added levels
excess cm^-3   full   only1   only2   added    fA     fB     fC
1e+12      5.338   5.378  50.180   4.857  0.9298 0.0702 0.0000
1e+13      6.866   7.157  50.268   6.265  0.6982 0.3012 0.0006
1e+14     17.336  23.344  51.064  16.020  0.2112 0.7748 0.0140
1e+15     38.381 105.089  55.085  36.141  0.0434 0.8697 0.0868
1e+16     47.434 186.834  59.106  44.901  0.0227 0.8270 0.1503
1e+17     48.834 203.022  59.903  46.255  0.0206 0.8175 0.1619
depleted: fB = 0.999994
depleted generation = 1.3288e+12 cm^-3 s^-1
generation full / added levels = 0.999997
dark current, 1000 nm layer = 21.290 pA/cm^2
excited B: energy 0.10 eV, thermal weight 0.02047
ground,excited coefficients in cm^3/s:
cn1 (1e-07, 1e-07), cp1 (5e-09, 1e-07)
cn2 (2e-08, 2e-07), cp2 (5e-08, 5e-08)
averages: cp1 = 6.9445e-09, cn2 = 2.3684e-08 cm^3/s
At excess 1e16 cm^-3, lifetimes in us:
ground state only 55.652; fast relaxation 40.028
relaxation 1e+12 s^-1: 40.001 us
relaxation 1e+10 s^-1: 37.873 us
relaxation 1e+08 s^-1: 29.577 us
largest trapped/excess charge = 3.587 %
largest lifetime change from it = 0.0374 %
rough Auger 4e-31 cm^6/s, radiative 5e-15 cm^3/s
excess 1e+16 cm^-3: Auger/defect 0.19 %, radiative/defect 0.26 %
excess 1e+17 cm^-3: Auger/defect 19.53 %, radiative/defect 2.47 %
degeneracy correction at 1e17 cm^-3 = 0.126 %
lifetime at 350 K, excess 1e12 cm^-3 = 6.530 us
rough breakdown field = 0.3 MV/cm
0.01 MV/cm: lowering 0.0222 eV, emission x2.36
  added tunnelling, mass 0.19: 0.192, mass 0.92: 0.107 (thermal = 1)
0.10 MV/cm: lowering 0.0702 eV, emission x15.09
  added tunnelling, mass 0.19: 1.603, mass 0.92: 0.679 (thermal = 1)
```
